# Herzberg–Teller Transition-Moment Derivatives: Lending States and the Symmetry of Inducing Modes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the derivative and how to evaluate it

### The decision

When a spin-allowed electronic band has a dipole transition moment that is small, or zero by spatial symmetry, at the reference geometry, its calculation needs the derivatives of that moment along the vibrational modes. Before computing them one must decide which modes need a derivative at all, and whether to obtain it by repeating the electronic calculation at displaced geometries or from states already available at the reference geometry. In the second case one must also decide which states to keep, and whether states that mix into the initial state may be left out.

The result that settles these questions is

$$
\frac{\partial\boldsymbol\mu_{fi}}{\partial Q_k}
=\sum_{n\ne f}\frac{W_{fn}\,\boldsymbol\mu_{ni}}{E_f-E_n}
+\sum_{n\ne i}\frac{\boldsymbol\mu_{fn}\,W_{ni}}{E_i-E_n}. \tag{1}
$$

Here $f$ and $i$ are the final and initial electronic states, $E_n$ are electronic energies, $\boldsymbol\mu_{nm}$ are dipole matrix elements, and $W_{nm}=\langle n|\partial H/\partial Q_k|m\rangle$ are vibronic couplings. Everything on the right is evaluated at the reference geometry. In the first sum the final state acquires a part of state $n$, which has a transition moment with $i$. In the second sum the initial state acquires a part of $n$, which has a transition moment with $f$. The states $n$ are called lending states.

### Setting and conventions

Hartree atomic units are used, so the electron has charge $-1$. The nuclei are clamped at

$$
\mathbf R_A=\mathbf R_A^{0}+\sum_k Q_k\,\mathbf u_{Ak},
\qquad \sum_A\mathbf u_{Ak}\cdot\mathbf u_{Ak}=1 ,
$$

so $Q_k$ is a length along a unit vector in the space of all nuclear positions. The electronic Hamiltonian $H(Q)$ contains no spin terms and no magnetic field, so its eigenstates can be chosen real:

$$
H(Q)|n(Q)\rangle=E_n(Q)|n(Q)\rangle,\qquad \langle n(Q)|m(Q)\rangle=\delta_{nm}. \tag{2}
$$

The states $f\ne i$ are assumed to be discrete, nondegenerate and isolated from the rest of the spectrum at $Q=0$. Their signs are chosen continuous in $Q$. The lending states may be degenerate among themselves, and they include the continuum, for which the sum is read as an integral. A state written without an argument is taken at $Q=0$, and $\partial$ denotes $\partial/\partial Q_k$ at $Q=0$ with all other displacements zero.

The full dipole operator is $-\sum_j\mathbf r_j+\sum_A Z_A\mathbf R_A$. For given nuclear positions the second part is a number, so its matrix element is $\sum_A Z_A\mathbf R_A\langle f(Q)|i(Q)\rangle=0$ at every $Q$. Its derivative therefore vanishes too. What remains is the electronic operator $\boldsymbol\mu=-\sum_j\mathbf r_j$, in axes fixed in space, which does not depend on $Q$.

### Derivative of a state

The transition moment is $\boldsymbol\mu_{fi}(Q)=\langle f(Q)|\boldsymbol\mu|i(Q)\rangle$. Since the operator is constant, the product rule gives

$$
\partial\boldsymbol\mu_{fi}=\langle\partial f|\boldsymbol\mu|i\rangle+\langle f|\boldsymbol\mu|\partial i\rangle . \tag{3}
$$

The derivative of a nondegenerate state $m$ follows from differentiating (2):

$$
(\partial H)|m\rangle+H|\partial m\rangle=(\partial E_m)|m\rangle+E_m|\partial m\rangle .
$$

Multiply from the left by $\langle n|$ with $n\ne m$. The term with $\partial E_m$ vanishes by orthogonality, and $\langle n|H=E_n\langle n|$, so

$$
W_{nm}+E_n\langle n|\partial m\rangle=E_m\langle n|\partial m\rangle
\quad\Longrightarrow\quad
\langle n|\partial m\rangle=\frac{W_{nm}}{E_m-E_n}. \tag{4}
$$

Only $m$ is differentiated, which is why degeneracy among the states $n$ does no harm. The component along $m$ itself follows from normalization. Differentiating $\langle m|m\rangle=1$ gives $\langle\partial m|m\rangle+\langle m|\partial m\rangle=0$. For real states the two terms are equal, so $\langle m|\partial m\rangle=0$. Completeness then yields

$$
|\partial m\rangle=\sum_{n\ne m}|n\rangle\frac{W_{nm}}{E_m-E_n}. \tag{5}
$$

Set $m=f$ in (5) and insert it in the first term of (3). Because the states are real and $\partial H$ is Hermitian, $W_{nf}=W_{fn}$, and the first sum of (1) results. Set $m=i$ in the second term of (3), and the second sum results. This proves (1). Each denominator is the energy of the state being perturbed minus the energy of the lender. It is positive for a lender below that state and negative for one above.

### What the couplings contain

For a molecule with Coulomb forces, the derivative of the electron–nucleus attraction is

$$
\partial H=-\sum_j\sum_A Z_A\,
\frac{\mathbf u_{Ak}\cdot(\mathbf r_j-\mathbf R_A)}{|\mathbf r_j-\mathbf R_A|^3}
+\partial V_{\rm nn}. \tag{6}
$$

The nuclear repulsion $V_{\rm nn}$ is a number for the electrons. It contributes $\partial V_{\rm nn}\langle n|m\rangle=0$ to every coupling with $n\ne m$ and can be omitted.

The remaining operator is a sum of one-electron functions. With the transition density $\rho_{nm}(\mathbf r)=\langle n|\sum_j\delta(\mathbf r-\mathbf r_j)|m\rangle$, and $v_k(\mathbf r)$ the one-electron function summed over $j$ in (6),

$$
W_{nm}=\int v_k(\mathbf r)\,\rho_{nm}(\mathbf r)\,d^3r,\qquad
\boldsymbol\mu_{nm}=-\int\mathbf r\,\rho_{nm}(\mathbf r)\,d^3r\qquad(n\ne m).
$$

Thus $W_{nm}$ is the interaction of the transition density, held fixed at its reference form, with the change of the electron–nucleus potential per unit displacement. The same transition densities serve for coupling and dipole. Densities between two excited states are needed as well as those that start from the ground state. Signs of individual $W$ and $\boldsymbol\mu$ elements depend on the arbitrary signs of the states, but the sign of a lender $n$ enters each product twice and cancels. All elements must therefore be taken from one set of eigenvectors.

### The permanent dipoles

The first sum contains $n=i$, and the second contains $n=f$. These two terms are

$$
\frac{W_{fi}\boldsymbol\mu_{ii}}{E_f-E_i}+\frac{\boldsymbol\mu_{ff}W_{fi}}{E_i-E_f}
=\frac{W_{fi}\,(\boldsymbol\mu_{ii}-\boldsymbol\mu_{ff})}{E_f-E_i}. \tag{7}
$$

They describe direct mixing of $f$ and $i$, which turns a difference of permanent dipoles into a transition moment. If the coordinate origin is moved, $\boldsymbol\mu$ changes by a constant vector $\mathbf c$. Elements between different states are unchanged, while $\boldsymbol\mu_{ii}$ and $\boldsymbol\mu_{ff}$ both change by $\mathbf c$, so (7) is unchanged. If $W_{fi}\ne0$ and one of the two terms is dropped, the result depends on the origin. A truncated sum must therefore keep both or neither, and dropping both is justified only when (7) vanishes or is negligible.

### Rigid translation as a check on both sums

Let all nuclei move together by a distance $a$ along a fixed direction. The electronic states move with them and the transition moment cannot change. It is useful to see how (1) delivers this zero.

Let $\mathcal D=\sum_j\partial/\partial r_{j}$, with the derivatives taken along the chosen direction. The potential energy depends on differences of positions, so moving all nuclei by $a$ has the opposite effect of moving all electrons by $a$. The kinetic energy commutes with $\mathcal D$. Hence

$$
\frac{\partial H}{\partial a}=-[\mathcal D,H],\qquad
W_{nm}=-(E_m-E_n)\,\mathcal D_{nm}.
$$

The quotient in (4) is therefore $-\mathcal D_{nm}$. For real functions $\mathcal D$ is antisymmetric, $\mathcal D_{nf}=-\mathcal D_{fn}$, and its diagonal elements vanish, so the excluded terms may be restored. The first sum becomes $\sum_n\mathcal D_{fn}\boldsymbol\mu_{ni}=(\mathcal D\boldsymbol\mu)_{fi}$, and the second becomes $-(\boldsymbol\mu\mathcal D)_{fi}$. Together,

$$
\frac{\partial\boldsymbol\mu_{fi}}{\partial a}=\langle f|[\mathcal D,\boldsymbol\mu]|i\rangle=-N\mathbf e\,\langle f|i\rangle=0, \tag{8}
$$

where $N$ is the number of electrons and $\mathbf e$ the unit vector of the displacement. Each sum alone is in general not zero. A program that keeps only final-state lending would thus assign a moment derivative to a motion that cannot have one. Equation (8) checks the relative sign of the two sums and the presence of both halves. It cannot detect a sign error common to both sums, since reversing every $W$ still gives zero. A nonzero residual can come from missing lenders or from a fixed finite basis that does not follow the translation, and its size does not bound the truncation error of a vibration. In the model of the second half, keeping only the five lowest states leaves translation residuals of about $0.01\,e$, while the two vibrational derivatives are off by about $0.1\,e$.

### Evaluation without a list of states

A list of lenders is informative, but it may converge slowly. The sums can be replaced by linear equations. For polarization $\alpha$ define $|Y_\alpha\rangle$, orthogonal to $f$, by

$$
(E_f-H)|Y_\alpha\rangle=\bigl(1-|f\rangle\langle f|\bigr)\mu_\alpha|i\rangle .
$$

Projection on $\langle n|$ with $n\ne f$ gives $\langle n|Y_\alpha\rangle=(\mu_\alpha)_{ni}/(E_f-E_n)$. The first sum of (1) is then $\langle f|\partial H|Y_\alpha\rangle$. In the same way, with $|Z_\alpha\rangle$ orthogonal to $i$ and

$$
(E_i-H)|Z_\alpha\rangle=\bigl(1-|i\rangle\langle i|\bigr)\mu_\alpha|f\rangle ,
$$

the second sum is $\langle Z_\alpha|\partial H|i\rangle$. Six solutions, three polarizations for each of the two states, serve all modes, because the mode enters only through $\partial H$ in the final matrix element. For an excited state the matrix $E_f-H$ has eigenvalues of both signs, so the solver must not assume a definite matrix.

### Finite bases

The proof of (1) uses an orthonormal set of eigenvectors that is complete in the space employed. It therefore also holds for the Hamiltonian matrix in a finite basis that stays fixed as the nuclei move, provided that all eigenvectors of that matrix are kept.

Functions attached to the nuclei move, and extra terms appear. Let the many-electron basis have Hamiltonian, overlap and dipole matrices $\mathsf H,\mathsf S,\mathsf D$, with $\mathsf H c_m=E_m\mathsf S c_m$ and $c_n^{T}\mathsf S c_m=\delta_{nm}$. A prime denotes $\partial$, and it includes the motion of the basis functions. Differentiation and projection on $c_n^T$, $n\ne m$, give

$$
c_n^T\mathsf S c_m'=\frac{c_n^T(\mathsf H'-E_m\mathsf S')c_m}{E_m-E_n}\equiv G_{nm}.
$$

Normalization gives $2c_m^T\mathsf S c_m'+c_m^T\mathsf S'c_m=0$, hence $c_m^T\mathsf S c_m'=-\tfrac12 S'_{mm}$, where $S'_{mm}=c_m^T\mathsf S'c_m$. Expanding $c_m'$ in the eigenvectors and differentiating $\boldsymbol\mu_{fi}=c_f^T\mathsf D c_i$,

$$
\partial\boldsymbol\mu_{fi}=\sum_{n\ne f}G_{nf}\boldsymbol\mu_{ni}+\sum_{n\ne i}\boldsymbol\mu_{fn}G_{ni}
+c_f^T\mathsf D'c_i-\tfrac12\,(S'_{ff}+S'_{ii})\,\boldsymbol\mu_{fi}. \tag{9}
$$

This form applies when the states diagonalize one Hamiltonian matrix in the whole many-electron basis. Methods whose states are not eigenvectors of one such matrix need their own derivative theory, or finite differences of their transition moments. The numerical check below concerns the fixed-basis form (1), not (9).

### Finite differences

Independent diagonalizations at displaced geometries return eigenvectors with arbitrary signs, and possibly in a different order. Each displaced state must be matched to the reference state with which its overlap is largest in magnitude, and its sign chosen so that this overlap is positive. With $F(Q)$ one component of the matched moment, the four-point formula is

$$
F'(0)\approx\frac{8[F(h)-F(-h)]-[F(2h)-F(-2h)]}{12h}. \tag{10}
$$

To see its accuracy, insert $F(kh)-F(-kh)=2\bigl[khF'+k^3h^3F'''/6+k^5h^5F^{(5)}/120+\dots\bigr]$. The coefficients of $F'$ add to $16h-4h=12h$, those of $F'''$ cancel, and the leading error is $-h^4F^{(5)}/30$. Equation (10) needs no lending states and contains both sums of (1) automatically.

## Second half: inducing modes, spectrum and a worked example

### Symbols and results carried over

The states $f\ne i$ are real, nondegenerate electronic states with energies $E_f$ and $E_i$, and $n$ labels the lending states. The electronic dipole operator is $\boldsymbol\mu=-\sum_j\mathbf r_j$. The displacement $Q_k$ is measured along a unit vector $\mathbf u_k$ of nuclear positions, and $W_{nm}=\langle n|\partial H/\partial Q_k|m\rangle$ at the reference geometry $Q=0$. The derivative is

$$
\boldsymbol\mu'_k\equiv\frac{\partial\boldsymbol\mu_{fi}}{\partial Q_k}
=\sum_{n\ne f}\frac{W_{fn}\boldsymbol\mu_{ni}}{E_f-E_n}
+\sum_{n\ne i}\frac{\boldsymbol\mu_{fn}W_{ni}}{E_i-E_n}, \tag{11}
$$

with lending to the final state first and lending to the initial state second. For a rigid translation the two sums cancel.

The derivative of the transition moment has been expressed through lending to both the final and the initial state, and it can be evaluated from sums over states, linear equations or finite differences. It remains to determine which modes can induce intensity, to obtain the line strengths and the limits of the linear form, and to test the results on a worked example.
